# Disorder bowing of the band gap in a random binary alloy, part 1

(Sections cited here and not found follow in the second part.)

A crystal is made of atoms A and B placed at random on a fixed lattice. This problem asks what the potential difference between the two kinds of atom does to the band gap, beyond its average effect. The general result comes first, and the second half applies it to a model of a germanium-tin alloy, which has a direct gap if it holds enough tin and is of interest for infrared emitters on silicon. Energies are in electronvolts and lengths in nanometres.

Site $i$ carries a number $s_i$, with $s_i=1$ for atom B and $s_i=0$ for atom A. Each site holds B with probability $x$, independently of all others. The one-electron Hamiltonian is

$$H=H_A+\sum_i s_iW_i .$$

Here $H_A$ describes pure A, and the Hermitian operator $W_i$ is the change caused by putting B on site $i$. It reaches only a finite distance from the site. Electron interactions enter through the mean field contained in $H_A$ and $W_i$. The linear dependence on the $s_i$ is an assumption: the change made by a B atom does not depend on its neighbours.

## First half: the general result

### (a) Average crystal and fluctuations

**Split $H$ into a periodic average and a fluctuation with zero mean. Find the second and third moments of the fluctuation.**

**Solution.** The mean occupation is $\langle s_i\rangle=1\cdot x+0\cdot(1-x)=x$. Define $d_i=s_i-x$ and substitute $s_i=x+d_i$:

$$H=\bar H+V,\qquad \bar H=H_A+x\sum_iW_i,\qquad V=\sum_i d_iW_i .$$

The operator $\bar H$ has the full periodicity of the lattice, because every site of one sublattice carries the same average atom. It is called the average crystal, or virtual crystal.

The fluctuation $d_i$ equals $1-x$ with probability $x$, and $-x$ with probability $1-x$. Hence

$$\langle d_i\rangle=x(1-x)-x(1-x)=0,$$

$$\langle d_i^2\rangle=x(1-x)^2+(1-x)x^2=x(1-x)\,[(1-x)+x]=x(1-x).$$

For two different sites, independence gives $\langle d_id_j\rangle=\langle d_i\rangle\langle d_j\rangle=0$. Both cases are contained in

$$\langle d_id_j\rangle=x(1-x)\,\delta_{ij}.$$

The third moment on one site is

$$\langle d_i^3\rangle=x(1-x)^3-(1-x)x^3=x(1-x)\,[(1-x)^2-x^2]=x(1-x)(1-2x).$$

The variance is greatest at $x=1/2$ and vanishes for both pure crystals. If the atoms cluster or order, $\langle d_id_j\rangle$ is no longer zero for $i\neq j$, and terms from pairs of sites must be added to what follows.

### (b) The averaged shift of a band edge

**Take a large finite crystal of $N_c$ cells with periodic boundaries. Find the configuration-averaged energy of a band edge to second order in $V$, and write it as a sum over Bloch states.**

**Solution.** Let $|n\mathbf k\rangle$ be a nondegenerate edge state of $\bar H$ with energy $\bar E_n$. For one configuration, second-order perturbation theory gives

$$E_n=\bar E_n+\langle n\mathbf k|V|n\mathbf k\rangle+\sum_{m\mathbf k'}{}^{'}\frac{|\langle m\mathbf k'|V|n\mathbf k\rangle|^2}{\bar E_n-\bar E_{m\mathbf k'}} .$$

The prime on the sum leaves out the edge state itself. The first-order term is $\sum_id_i\langle n\mathbf k|W_i|n\mathbf k\rangle$, and its average is zero because $\langle d_i\rangle=0$. In the second-order term,

$$\big\langle|\langle m\mathbf k'|V|n\mathbf k\rangle|^2\big\rangle=\sum_{ij}\langle d_id_j\rangle\,\langle m\mathbf k'|W_i|n\mathbf k\rangle\langle m\mathbf k'|W_j|n\mathbf k\rangle^* .$$

The factor $\delta_{ij}$ from part (a) removes all cross terms between sites, so this equals

$$x(1-x)\sum_i|\langle m\mathbf k'|W_i|n\mathbf k\rangle|^2 .$$

The sites scatter independently: their intensities add, not their amplitudes.

To count the sites, write each Bloch state in localized orbitals $|\mathbf R\kappa a\rangle$, with cell $\mathbf R$, sublattice $\kappa$, orbital $a$ and atomic position $\mathbf r_{\mathbf R\kappa}$:

$$|n\mathbf k\rangle=\frac1{\sqrt{N_c}}\sum_{\mathbf R\kappa a}e^{i\mathbf k\cdot\mathbf r_{\mathbf R\kappa}}u_{n,\kappa a}(\mathbf k)\,|\mathbf R\kappa a\rangle,\qquad \sum_{\kappa a}|u_{n,\kappa a}|^2=1 .$$

Two such states bring two factors $N_c^{-1/2}$. All sites of one sublattice have the same $W$ apart from a translation, and a translation multiplies the element by a phase:

$$\langle m\mathbf k'|W_{\mathbf R\kappa}|n\mathbf k\rangle=\frac{e^{i(\mathbf k-\mathbf k')\cdot\mathbf r_{\mathbf R\kappa}}}{N_c}\;u_m^\dagger(\mathbf k')\,W_\kappa(\mathbf k',\mathbf k)\,u_n(\mathbf k).$$

This equation defines the small matrix $W_\kappa(\mathbf k',\mathbf k)$, which has one row per orbital of the cell and does not depend on $N_c$. In the squared modulus the phase drops out and $1/N_c^2$ remains. The sum over the $N_c$ sites of the sublattice restores one factor $N_c$. The result is

$$\langle E_n\rangle=\bar E_n(x)+x(1-x)\,C_n,$$

$$C_n=\sum_\kappa\frac1{N_c}\sum_{m\mathbf k'}{}^{'}\frac{|u_m^\dagger(\mathbf k')W_\kappa(\mathbf k',\mathbf k)u_n(\mathbf k)|^2}{\bar E_n-\bar E_{m\mathbf k'}} .$$

The factor $1/N_c$ turns the sum over $\mathbf k'$ into an average over the Brillouin zone, so $C_n$ tends to a finite value for a large crystal if that average converges. All $\mathbf k'$ take part, because one atom out of place does not conserve crystal momentum.

If symmetry makes the edge $g$-fold degenerate, with states $j=1,\dots,g$, the levels to second order are the eigenvalues of the matrix

$$\bar E_n\delta_{jl}+V_{jl}+\sum_{m\notin\text{edge}}\frac{V_{jm}V_{ml}}{\bar E_n-\bar E_m}.$$

The sum of the eigenvalues is the trace. The mean level is therefore shifted by the average of the above $C_n$ over the $g$ states, with all $g$ states left out of the sum over $m$.

For small $x$ the result has a simple reading. There are few B atoms, each acts alone, and $x\,C_n$ is the second Born term of scattering from isolated impurities. The expansion is useful if the successive Born terms fall, that is, roughly, if $W$ is weak compared with the typical energy distance between the edge and the states to which $W$ couples it.

### (c) Meaning of the shift in an infinite crystal

**As $N_c$ grows, the levels near the edge crowd together. State what quantity $C_n$ then describes, and when the sum converges.**

**Solution.** Near a parabolic edge in three dimensions, level spacings scale as the square of the smallest wave vector, hence as $N_c^{-2/3}$. The matrix elements of $V$ are sums of about $N_c$ random terms of size $1/N_c$, so they scale as $N_c^{-1/2}$. Their ratio to the spacing grows as $N_c^{1/6}$. Perturbation theory for one individual level therefore loses its footing in a very large crystal, and the shift must be attached to an averaged quantity.

That quantity is the averaged Green function. Let $G(z)=(z-H)^{-1}$ and $G_0(z)=(z-\bar H)^{-1}$. Expanding in $V$ and averaging, with $\langle V\rangle=0$, gives

$$\langle G\rangle=G_0+G_0\langle VG_0V\rangle G_0+\dots$$

A self-energy $\Sigma$ is defined by $\langle G\rangle=(z-\bar H-\Sigma)^{-1}=G_0+G_0\Sigma G_0+\dots$. Comparison of the two lines gives, to second order,

$$\Sigma(z)=\langle VG_0V\rangle=x(1-x)\sum_iW_iG_0(z)W_i .$$

Inserting the Bloch states into $G_0$ and taking the element for the edge state at $z=\bar E_n$ reproduces $x(1-x)C_n$, with the sum now an integral. The one state that was left out has weight $1/N_c$ and does not matter if the integral converges. Elements of $\Sigma$ between different bands at the same $\mathbf k$ are themselves of second order, so they change the energy in fourth order. Thus $x(1-x)C_n$ is the leading shift of the edge seen in the averaged spectrum.

Convergence is decided near $\mathbf k'=\mathbf k$ in the same band. With $q=|\mathbf k'-\mathbf k|$, the denominator is proportional to $q^2$ and the numerator tends in general to a constant. In $D$ dimensions the contribution of small $q$ is

$$\int_0 \frac{q^{D-1}\,dq}{q^2}=\int_0q^{D-3}\,dq .$$

This is finite for $D=3$, diverges logarithmically for $D=2$ and diverges as $1/q$ for $D=1$. The result therefore belongs to bulk crystals.

The edge must also be isolated at its energy. If other valleys have states at $\bar E_n$, the integral becomes a principal value and $\Sigma$ gains an imaginary part, which is a broadening. Even for an isolated edge, a large region that happens to be rich in one component can hold states beyond the averaged edge. These tail states are not described here.

### (d) The gap, the sign, and the average crystal's own bowing

**Find the disorder part of the gap bowing and discuss its sign. Then find the bowing that the average crystal has without any disorder, and say to what order the law $x(1-x)$ holds.**

**Solution.** Let $c$ be the conduction edge and $v$ the valence edge. Subtracting their energies gives

$$E_g(x)=\bar E_c(x)-\bar E_v(x)-b_{\rm dis}\,x(1-x),\qquad b_{\rm dis}=C_v-C_c .$$

A positive $b_{\rm dis}$ lowers the gap. Its sign follows from the denominators. States above an edge contribute negative terms and push it down, while states below it push it up. Conduction states push the conduction edge down and valence states push the valence edge up, and both effects close the gap. Scattering across the gap does the opposite. Thus $b_{\rm dis}$ is positive if scattering within the bands dominates, but no general rule fixes its sign.

The average crystal can bow too. At fixed $\mathbf k$ its Hamiltonian is linear in $x$, with slope $W_{\rm tot}=\sum_iW_i$, which conserves $\mathbf k$. Expansion about $x=0$ to second order gives

$$\bar E_n(x)=\bar E_n(0)+x\langle n|W_{\rm tot}|n\rangle+x^2S_n,\qquad S_n=\sum_{m\neq n}\frac{|\langle m\mathbf k|W_{\rm tot}|n\mathbf k\rangle|^2}{\bar E_n-\bar E_m}.$$

The straight line between the pure crystals is $\bar E_n(0)+x(\langle n|W_{\rm tot}|n\rangle+S_n)$. Subtracting it leaves

$$x^2S_n-xS_n=-x(1-x)\,S_n .$$

This coherent part also follows $x(1-x)$, but $S_n$ enters with a minus sign where $C_n$ enters with a plus sign. Since $S_n$ and $C_n$ can each have either sign, the two parts may add or cancel. Measured from the line between the end points, the whole bowing parameter is

$$b=(C_v-C_c)+(S_c-S_v).$$

A measured parabola alone therefore does not reveal how much of it is due to disorder.

Three corrections of third order in $W$ spoil the pure parabola. First, $C_n$ is evaluated with the states and energies of $\bar H(x)$. These change by terms of first order in $xW$, and since $C_n$ is already quadratic in $W$, its drift is of third order. Secondly, the third moment from part (a) brings in repeated scattering from one site, with the factor $x(1-x)(1-2x)$. Thirdly, the expansion of $\bar E_n(x)$ itself continues with a term in $x^3$. The law $x(1-x)$ with a constant coefficient thus holds at leading order in the potential difference.

## Second half: a germanium-tin model

The following is taken from the first half. The average crystal is $\bar H(x)$, with band energies $\bar E_{m\mathbf k'}$ and cell vectors $u_m(\mathbf k')$. The matrix $W_\kappa(\mathbf k',\mathbf k)$ describes one B atom on sublattice $\kappa$. Disorder shifts an edge $n$ by $x(1-x)C_n$, where $C_n$ is the sum over sublattices and the average over $\mathbf k'$ of $\sum_m|u_m^\dagger W_\kappa u_n|^2/(\bar E_n-\bar E_{m\mathbf k'})$. The gap changes by $-b_{\rm dis}x(1-x)$ with $b_{\rm dis}=C_v-C_c$. The average crystal has a separate coherent bowing, governed by $S_n$.

The model has one $s$ and three $p$ orbitals on each atom of the diamond lattice, with hopping between nearest neighbours. The four bonds from sublattice 1 to sublattice 2 are $\mathbf d=(a/4)\boldsymbol\sigma$, with $\boldsymbol\sigma=(1,1,1)$, $(1,-1,-1)$, $(-1,1,-1)$, $(-1,-1,1)$ and cubic lattice constant $a$. The hopping elements of one bond are

$$t_{ss}=\tfrac14V_{ss},\quad t_{s,j}=-t_{j,s}=\tfrac14\sigma_jV_{sp},\quad t_{jj}=\tfrac14V_{xx},\quad t_{jl}=\tfrac14\sigma_j\sigma_lV_{xy}\ (j\neq l).$$

Atom A has on-site levels $\varepsilon_s,\varepsilon_p$, and atom B has $\varepsilon_s+D_s,\varepsilon_p+D_p$. Hopping on the bond $ij$ is multiplied by $1-\eta(s_i+s_j)$, because bonds to the larger atom are longer.

### (e) The scatterer and the band edges

**Find $W_\kappa(\mathbf k',\mathbf k)$ and the two edges at $\Gamma$, $\mathbf k=0$. Show that the average crystal's gap there does not bow.**

To second order, disorder shifts a band edge by $x(1-x)C_n$ and changes the gap by $-b_{\rm dis}\,x(1-x)$, separately from the average crystal's own bowing. It remains to solve part (e) for the germanium-tin model just defined, evaluate the disorder bowing at ten per cent tin, and compare it with random-alloy calculations and the real alloy.
